# Zero-bias depletion width of a Schottky contact on heavily doped silicon: a numerical check

```python
"""Zero-bias depletion width of a metal contact on n-type silicon.

Result under test: W = sqrt(2 eps V / (q N)), where V is the total band
bending (volts), N the ionized donor density and eps the permittivity.
Also tested: the charge-equivalent width with mobile electrons,
  W_eff = W sqrt(1 - (P_bulk - P_surface)/(q N V)), P = electron pressure.
Internal units: nm, V and eV; u(x) is the upward band bending.
zeta is the bulk Fermi level minus the bulk conduction-band edge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gamma

q = const.e
bending = 0.5                 # V
donors_cm3 = 2e20
eps_r = 11.7                  # rough silicon value
mass_long, mass_trans = 0.92, 0.19   # rough, in electron masses
valleys = 6
gap = 1.1                     # eV, rough
metal_depth = 5.0             # eV below Fermi level, model metal band
contact_side = 10.0           # nm

eps = eps_r * const.epsilon_0
donors = donors_cm3 * 1e-21   # nm^-3
curvature = q * donors * 1e27 / eps * 1e-18   # V/nm^2
kinetic = const.hbar**2 / (2 * const.m_e * q) * 1e18  # eV nm^2

# Depletion formula evaluated in SI units
width = np.sqrt(2 * eps * bending / (q * donors_cm3 * 1e6)) * 1e9
field = 2 * bending / width   # V/nm


def solve_poisson(electron_ratio):
    """Solve u'' = curvature*(1-n/N) without assuming a depletion edge."""
    x = np.linspace(0.0, 10.0, 2001)
    h = x[1] - x[0]
    u = bending * np.exp(-x)
    u[-1] = 0.0
    for _ in range(300):
        ratio, slope = electron_ratio(u)
        residual = ((u[:-2] - 2 * u[1:-1] + u[2:]) / h**2
                    - curvature * (1 - ratio[1:-1]))
        bands = np.full((3, len(x) - 2), 1 / h**2)
        bands[1] = -2 / h**2 + curvature * slope[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        u[1:-1] += step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    ratio, _ = electron_ratio(u)
    equivalent = trapezoid(1 - ratio, x)
    surface_field = (u[0] - u[1]) / h + curvature * h / 2
    return x, u, equivalent, surface_field


# Cold dilute electrons: the edge must emerge as thermal voltage vanishes
cold_widths = []
for cold_voltage in (0.010, 0.005):
    def dilute(u, vt=cold_voltage):
        ratio = np.exp(-u / vt)
        return ratio, -ratio / vt
    x, u, equivalent, _ = solve_poisson(dilute)
    parabola = bending * np.maximum(1 - x / width, 0)**2
    assert np.max(np.abs(u - parabola)) < 1.5 * cold_voltage
    predicted = width * np.sqrt(1 - cold_voltage / bending)
    assert abs(equivalent / predicted - 1) < 1e-3
    cold_widths.append(equivalent)
width_limit = np.sqrt(2 * cold_widths[1]**2 - cold_widths[0]**2)
assert abs(width_limit / width - 1) < 1e-3


def fermi(eta, order):
    """Normalized Fermi-Dirac integral, using t = s^2."""
    s = np.linspace(0, 9, 181)
    weight = np.full(s.size, s[1])
    weight[0] *= 0.5
    weight *= 2 * s**(2 * order + 1) / gamma(order + 1)
    return expit(np.asarray(eta)[..., None] - s**2) @ weight


mass_dos = (mass_long * mass_trans**2)**(1 / 3)


def degenerate_contact(temperature):
    vt = const.k * temperature / q
    n_c = 2 * valleys * (mass_dos * vt / (4 * np.pi * kinetic))**1.5
    eta = brentq(lambda y: n_c * fermi(y, 0.5) - donors, -5, 20)
    norm = fermi(eta, 0.5)

    def electron_ratio(u):
        local = eta - u / vt
        return fermi(local, 0.5) / norm, -fermi(local, -0.5) / (norm * vt)

    _, _, equivalent, surface_field = solve_poisson(electron_ratio)
    pressure_bulk = vt * fermi(eta, 1.5) / norm
    pressure_surface = vt * fermi(eta - bending / vt, 1.5) / norm
    drop = pressure_bulk - pressure_surface
    predicted = width * np.sqrt(1 - drop / bending)
    assert abs(equivalent / predicted - 1) < 1e-3
    assert abs(surface_field / (curvature * equivalent) - 1) < 1e-3
    # Pressure relation dP = n dmu, by central difference
    d = 1e-3
    derivative = (fermi(eta + d, 1.5) - fermi(eta - d, 1.5)) / (2 * d)
    assert abs(derivative / norm - 1) < 1e-5
    return vt, n_c, eta * vt, drop, equivalent, surface_field


vt, n_c, zeta, drop, width_300, field_300 = degenerate_contact(300.0)
_, _, zeta_400, drop_400, width_400, _ = degenerate_contact(400.0)

# Count electrons directly in the ellipsoidal valleys
k_long = np.linspace(-7, 7, 401)
k_trans = np.linspace(0, 3.2, 401)
energy = kinetic * (k_long[:, None]**2 / mass_long
                    + k_trans[None, :]**2 / mass_trans)
occupied = expit((zeta - energy) / vt) * 2 * np.pi * k_trans
counted = 2 * valleys / (2 * np.pi)**3 * simpson(
    simpson(occupied, x=k_trans, axis=1), x=k_long)
assert abs(counted / donors - 1) < 1e-3

# Zero-temperature two-fifths law for the pressure voltage
fermi_zero = kinetic / mass_dos * (3 * np.pi**2 * donors / valleys)**(2 / 3)
pressure_zero = quad(lambda e: (2 / 3) * e**1.5, 0, fermi_zero)[0] / quad(
    lambda e: e**0.5, 0, fermi_zero)[0]
assert abs(pressure_zero / (0.4 * fermi_zero) - 1) < 1e-6

barrier = bending - zeta
fraction = zeta / bending
turning = width * (1 - np.sqrt(fraction))


def tunnelling(mass):
    """WKB exponent and direct transmission at the Fermi level."""
    exponent = width * np.sqrt(mass * bending / kinetic) * (
        np.sqrt(1 - fraction)
        - fraction * np.arccosh(1 / np.sqrt(fraction)))

    def decay(x):
        height = bending * (1 - x / width)**2 - zeta
        return 2 * np.sqrt(mass * max(height, 0) / kinetic)
    numeric = quad(decay, 0, turning)[0]
    assert abs(exponent / numeric - 1) < 1e-5
    k_bulk = np.sqrt(mass * zeta / kinetic)
    k_metal = np.sqrt(mass * metal_depth / kinetic)

    def schroedinger(x, y):
        height = bending * (1 - x / width)**2 - zeta
        return [y[1], mass * height / kinetic * y[0]]
    wave = solve_ivp(schroedinger, (width, 0), [1 + 0j, 1j * k_bulk],
                     rtol=1e-9, atol=1e-11).y[:, -1]
    incoming = (wave[0] + wave[1] / (1j * k_metal)) / 2
    transmission = k_bulk / (k_metal * abs(incoming)**2)
    assert 1 / 3 < transmission / np.exp(-exponent) < 3
    return exponent, transmission


exponent_light, trans_light = tunnelling(mass_trans)
exponent_heavy, trans_heavy = tunnelling(mass_long)
thermal_factor = np.exp(-barrier / vt)
assert min(trans_light, trans_heavy) > 100 * thermal_factor

# Image-force barrier on the curved depletion potential
image_strength = q / (16 * np.pi * eps) * 1e9   # V nm
peak = minimize_scalar(
    lambda x: -(bending * (1 - x / width)**2 - image_strength / x),
    bounds=(0.05, 1.0), method="bounded", options={"xatol": 1e-9})
image_lowering = bending + peak.fun
image_uniform = np.sqrt(q * field * 1e9 / (4 * np.pi * eps))
assert abs(image_uniform / image_lowering - 1) < 0.10

spacing = donors**(-1 / 3)
contact_donors = donors * width * contact_side**2
wave_light = 2 * np.pi / np.sqrt(mass_trans * zeta / kinetic)
wave_heavy = 2 * np.pi / np.sqrt(mass_long * zeta / kinetic)
assert min(wave_light, wave_heavy) > width
assert bending < gap
half_active = np.sqrt(2 * eps * bending / (q * donors_cm3 * 5e5)) * 1e9
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Built-in potential", bending, "V")
show("Donor density", donors_cm3, "cm^-3")
show("Relative permittivity (rough)", eps_r)
show("Vacuum permittivity", const.epsilon_0, "F/m", 5)
show("Elementary charge", q, "C", 5)
show("Silicon permittivity", eps, "F/m")
show("2 eps V", 2 * eps * bending, "C/m")
show("q N", q * donors_cm3 * 1e6, "C/m^3")
show("W squared", width**2, "nm^2")
show("Depletion width W", width, "nm")
show("Depletion width W", width / bohr_nm, "bohr")
show("W from extrapolated Poisson solution", width_limit, "nm")
show("Surface field, depletion model", field * 10, "MV/cm")
show("Donor sheet density N W", donors * width * 1e14, "cm^-2")
show("Longitudinal mass (rough)", mass_long, "m_e")
show("Transverse mass (rough)", mass_trans, "m_e")
show("Thermal voltage at 300 K", vt * 1000, "mV")
show("Effective band density at 300 K", n_c * 1e21, "cm^-3")
show("Bulk Fermi level above band edge, 300 K", zeta, "eV")
show("Barrier above Fermi level, 300 K", barrier, "eV")
show("Pressure correction voltage, 300 K", drop * 1000, "mV")
show("Charge-equivalent width, 300 K", width_300, "nm")
show("Width change, 300 K", 100 * (width_300 / width - 1), "%", 3)
show("Surface field with electrons, 300 K", field_300 * 10, "MV/cm")
show("Bulk Fermi level above band edge, 400 K", zeta_400, "eV")
show("Pressure correction voltage, 400 K", drop_400 * 1000, "mV")
show("Charge-equivalent width, 400 K", width_400, "nm")
show("Tunnelling distance at Fermi level", turning, "nm", 3)
show("Model metal band depth", metal_depth, "eV")
show("WKB exponent, light mass", exponent_light, "", 3)
show("WKB factor, light mass", np.exp(-exponent_light), "", 2)
show("Direct transmission, light mass", trans_light, "", 2)
show("WKB exponent, heavy mass", exponent_heavy, "", 3)
show("WKB factor, heavy mass", np.exp(-exponent_heavy), "", 2)
show("Direct transmission, heavy mass", trans_heavy, "", 2)
show("Thermal factor over full barrier", thermal_factor, "", 2)
show("Image lowering, curved barrier", image_lowering, "eV", 3)
show("Image lowering, uniform-field formula", image_uniform, "eV", 3)
show("Image barrier maximum position", peak.x, "nm", 3)
show("Mean donor spacing", spacing, "nm", 3)
show("Donors in a cube of side W", donors * width**3, "", 3)
show("Contact side", contact_side, "nm")
show("Mean donors under contact within W", contact_donors, "", 3)
show("Random donor-number spread", 100 / np.sqrt(contact_donors), "%", 2)
show("Resulting rough width spread", 50 / np.sqrt(contact_donors), "%", 2)
show("Fermi wavelength, light axis", wave_light, "nm", 3)
show("Fermi wavelength, heavy axis", wave_heavy, "nm", 3)
show("Width if half the donors are active", half_active, "nm", 3)
show("Silicon gap (rough)", gap, "eV", 2)
print("finished without a failed check")
```

It prints:

```
Built-in potential: 0.5 V
Donor density: 2e+20 cm^-3
Relative permittivity (rough): 11.7
Vacuum permittivity: 8.8542e-12 F/m
Elementary charge: 1.6022e-19 C
Silicon permittivity: 1.036e-10 F/m
2 eps V: 1.036e-10 C/m
q N: 3.204e+07 C/m^3
W squared: 3.233 nm^2
Depletion width W: 1.798 nm
Depletion width W: 33.98 bohr
W from extrapolated Poisson solution: 1.798 nm
Surface field, depletion model: 5.562 MV/cm
Donor sheet density N W: 3.596e+13 cm^-2
Longitudinal mass (rough): 0.92 m_e
Transverse mass (rough): 0.19 m_e
Thermal voltage at 300 K: 25.85 mV
Effective band density at 300 K: 2.744e+19 cm^-3
Bulk Fermi level above band edge, 300 K: 0.1124 eV
Barrier above Fermi level, 300 K: 0.3876 eV
Pressure correction voltage, 300 K: 55.53 mV
Charge-equivalent width, 300 K: 1.695 nm
Width change, 300 K: -5.72 %
Surface field with electrons, 300 K: 5.244 MV/cm
Bulk Fermi level above band edge, 400 K: 0.1079 eV
Pressure correction voltage, 400 K: 61.12 mV
Charge-equivalent width, 400 K: 1.685 nm
Tunnelling distance at Fermi level: 0.946 nm
Model metal band depth: 5 eV
WKB exponent, light mass: 1.62
WKB factor, light mass: 0.2
Direct transmission, light mass: 0.19
WKB exponent, heavy mass: 3.57
WKB factor, heavy mass: 0.028
Direct transmission, heavy mass: 0.029
Thermal factor over full barrier: 3.1e-07
Image lowering, curved barrier: 0.252 eV
Image lowering, uniform-field formula: 0.262 eV
Image barrier maximum position: 0.254 nm
Mean donor spacing: 1.71 nm
Donors in a cube of side W: 1.16
Contact side: 10 nm
Mean donors under contact within W: 36
Random donor-number spread: 17 %
Resulting rough width spread: 8.3 %
Fermi wavelength, light axis: 8.39 nm
Fermi wavelength, heavy axis: 3.81 nm
Width if half the donors are active: 2.54 nm
Silicon gap (rough): 1.1 eV
finished without a failed check
```
